# Broken-symmetry and true spin-state energies of a gadolinium(III) dimer

## Problem

Two Gd(III) ions, each with seven unpaired 4f electrons and spin $s=7/2$, are coupled by

$$H=-2J\,\mathbf S_1\cdot\mathbf S_2 .$$

Spins are in units of $\hbar$, and $J>0$ means ferromagnetic coupling. The high-spin (HS) determinant has all fourteen 4f electrons up. The broken-symmetry (BS) determinant has seven up on ion 1 and seven down on ion 2.

(a) Show that the pure spin states obey $E(S{=}0)-E(S{=}7)=56J$.

(b) Show that the two determinants obey $E_{BS}-E_{HS}=49J$.

(c) Explain the difference, and find how much singlet the BS determinant contains.

(d) Evaluate both differences for $J=-0.05\ \mathrm{cm^{-1}}$. What happens to $J$ if a computed BS–HS difference is divided by 56?

## Hints

1. For (a), square the total spin $\mathbf S=\mathbf S_1+\mathbf S_2$.
2. For (b), write the scalar product with raising and lowering operators. Ask which terms can return a product state to itself.
3. For (c), let $H$ act on the BS state and see what else appears. The singlet follows from the requirement that the total raising operator annihilates it.
4. For (d), decide first which kind of state each computed energy belongs to.

## Full solution

### Assumptions

The seven magnetic orbitals of one ion are taken not to overlap those of the other, and the closed shells are taken to carry no spin. Seven parallel electron spins in seven different orbitals have the largest spin they can form, so each ion has $s=7/2$ in both determinants. In spin language the determinants are the product states

$$|HS\rangle=|\tfrac72,\tfrac72\rangle,\qquad |BS\rangle=|\tfrac72,-\tfrac72\rangle ,$$

where the labels are $m_1$ and $m_2$.

One further assumption links the model to an electronic-structure calculation: apart from a common constant, the computed energy of each determinant is the expectation value of $H$ in the corresponding product state. The constant cancels in differences. This is a mapping, and an approximate density functional need not obey it closely.

### (a) The pure spin states

Since $\mathbf S_1$ and $\mathbf S_2$ commute,

$$\mathbf S^2=\mathbf S_1^2+\mathbf S_2^2+2\,\mathbf S_1\cdot\mathbf S_2 .$$

Each ion has $\mathbf S_i^2=\tfrac72\cdot\tfrac92=\tfrac{63}{4}$, so the two together give $\tfrac{63}{2}$ and

$$2\,\mathbf S_1\cdot\mathbf S_2=\mathbf S^2-\tfrac{63}{2}.$$

The Hamiltonian is therefore a function of $\mathbf S^2$ alone, and its levels are

$$E(S)=-J\left[S(S+1)-\tfrac{63}{2}\right],\qquad S=0,1,\dots,7 .$$

At the two ends of the ladder,

$$E(7)=-J\left(56-\tfrac{63}{2}\right)=-\tfrac{49}{2}J,\qquad E(0)=+\tfrac{63}{2}J ,$$

and hence

$$E(0)-E(7)=\tfrac{63}{2}J+\tfrac{49}{2}J=56J .$$

The difference is signed. For antiferromagnetic coupling, $J<0$, it is negative and the singlet is the ground state.

### (b) The two determinants

With $S_i^\pm=S_{ix}\pm iS_{iy}$, the scalar product reads

$$\mathbf S_1\cdot\mathbf S_2=S_{1z}S_{2z}+\tfrac12\left(S_1^+S_2^-+S_1^-S_2^+\right).$$

The terms in brackets change $m_1$ and $m_2$ by one unit each, in opposite directions. They cannot return a product state to itself, so they have no diagonal element. Only the $z$ term contributes to the expectation values:

$$E_{HS}=-2J\left(\tfrac72\right)\left(\tfrac72\right)=-\tfrac{49}{2}J,$$

$$E_{BS}=-2J\left(\tfrac72\right)\left(-\tfrac72\right)=+\tfrac{49}{2}J .$$

The difference is

$$E_{BS}-E_{HS}=49J .$$

The HS energy equals $E(7)$, as it must: $|\tfrac72,\tfrac72\rangle$ has $M=7$, and $S=7$ is the one total spin that allows this. The BS energy is not $E(0)$. The whole discrepancy between 49 and 56 lies at that end.

The same result follows from the electrons directly, which also shows how to use a computed $\langle\mathbf S^2\rangle$. From $\mathbf S^2=S^-S^++S_z^2+S_z$, a state of definite $M$ has

$$\langle\mathbf S^2\rangle=\lVert S^+\Phi\rVert^2+M(M+1).$$

In the BS determinant $M=0$. The operator $S^+$ can turn up any one of the seven down spins, and this gives seven mutually orthogonal determinants with coefficient one. Thus $\langle\mathbf S^2\rangle_{BS}=7$. In the HS determinant there is nothing to turn up, so $\langle\mathbf S^2\rangle_{HS}=7\cdot8=56$. Because $H=-J(\mathbf S^2-\tfrac{63}{2})$ is linear in $\mathbf S^2$,

$$E_{BS}-E_{HS}=J\left(\langle\mathbf S^2\rangle_{HS}-\langle\mathbf S^2\rangle_{BS}\right)=J(56-7)=49J .$$

The count of seven needs non-overlapping orbitals. If a down-spin orbital overlaps the occupied up-spin orbitals, the Pauli principle blocks part of the flipped component. Then $\langle\mathbf S^2\rangle_{BS}$ falls below 7 and the factor 49 no longer follows from this argument.

### (c) What the BS determinant is

Let $H$ act on $|BS\rangle$. The term $S_1^+S_2^-$ gives zero, because $m_1$ is already at its maximum. For the other term,

$$S_1^-|\tfrac72\rangle=\sqrt{\tfrac{63}{4}-\tfrac72\cdot\tfrac52}\;|\tfrac52\rangle=\sqrt7\,|\tfrac52\rangle ,$$

and in the same way $S_2^+|-\tfrac72\rangle=\sqrt7\,|-\tfrac52\rangle$. The prefactor is $-2J\cdot\tfrac12=-J$, so

$$H|BS\rangle=\tfrac{49}{2}J\,|BS\rangle-7J\,|\tfrac52,-\tfrac52\rangle .$$

The second term shows that BS is not an eigenstate. Its norm is the root-mean-square energy spread of the state, $7|J|$.

The true singlet makes use of these spin flips. It has no preferred direction, so each Cartesian product has the same average:

$$\langle S_{1x}S_{2x}\rangle=\langle S_{1y}S_{2y}\rangle=\langle S_{1z}S_{2z}\rangle=\tfrac13\left(-\tfrac{63}{4}\right)=-\tfrac{21}{4}.$$

Compare the two energies term by term:

- In BS, the $z$ part gives $\tfrac{49}{2}J$ and the transverse part gives zero.
- In the singlet, the $z$ part gives $-2J(-\tfrac{21}{4})=\tfrac{21}{2}J$ and the transverse part gives twice that, $21J$.

Going from BS to the singlet therefore changes the $z$ part by $-14J$ and the transverse part by $+21J$. The net change is $7J$, which is the difference between 56 and 49. For $J<0$ the singlet gives up some antiparallel alignment along $z$ and gains more from the transverse correlations.

To find the singlet weight, write the singlet as $\sum_m c_m|m,-m\rangle$ and require $(S_1^++S_2^+)$ to annihilate it. The state $|m+1,-m\rangle$ is reached in two ways:

- from $|m,-m\rangle$ by $S_1^+$, with factor $\sqrt{s(s+1)-m(m+1)}$;
- from $|m+1,-m-1\rangle$ by $S_2^+$, with factor $\sqrt{s(s+1)-(m+1)m}$.

The factors are equal, so $c_{m+1}=-c_m$. All eight coefficients have the same magnitude, $1/\sqrt8$, and the weight of the singlet in BS is $1/8$.

The weight of $S=7$ can also be found by counting. The $S=7$, $M=0$ state is obtained by repeatedly lowering the state with all fourteen electron spins up. Lowering treats the electrons alike, so the result is an equal superposition of all $\binom{14}{7}=3432$ arrangements of seven up and seven down spins. BS is one of them, and the weight is $1/3432\approx0.00029$.

Projection onto the numerically diagonalized $\mathbf S^2$ gives the full list:

| $S$ | weight in BS |
|---|---|
| 0 | 0.1250 |
| 1 | 0.2917 |
| 2 | 0.2917 |
| 3 | 0.1856 |
| 4 | 0.0795 |
| 5 | 0.0224 |
| 6 | 0.0038 |
| 7 | 0.0003 |

BS is thus mostly not a singlet: $S=1$ and $S=2$ each have more than twice the singlet's weight. The weighted mean of $S(S+1)$ is 7, in agreement with the count of flippable spins.

### (d) Numbers, and their use

For $J=-0.05\ \mathrm{cm^{-1}}$,

$$E_{BS}-E_{HS}=49(-0.05)=-2.45\ \mathrm{cm^{-1}},$$

$$E(0)-E(7)=56(-0.05)=-2.80\ \mathrm{cm^{-1}}.$$

In the unit of electronic-structure programs these are $-11.16$ and $-12.76$ microhartree. The BS energy lies $0.35\ \mathrm{cm^{-1}}$ above the singlet.

Suppose a calculation has given the BS–HS difference of $-2.45\ \mathrm{cm^{-1}}$. Division by 49 returns $J=-0.05\ \mathrm{cm^{-1}}$. Division by 56 treats the BS determinant as if it were the singlet and gives $-0.04375\ \mathrm{cm^{-1}}$, whose magnitude is 12.5 % below that of the correct $J$.

Numerical convergence matters on the same scale. An error of 1 microhartree in the energy difference changes $J$ by $0.0045\ \mathrm{cm^{-1}}$, or 9 % of $|J|$ here. The wrong divisor shifts $J$ by $0.00625\ \mathrm{cm^{-1}}$, as much as an error of about 1.4 microhartree in the difference would. Even with the right divisor, the two total energies must be converged so that their difference is good to well below a microhartree if $J$ is to be known to a few per cent. Errors of the functional come on top of this and are not estimated here.

### What the model leaves out

Take as an example an alkoxide-bridged Gd(III) dimer, considered as a possible precursor for a gadolinium oxide film. The value of $J$ above is assumed for illustration and does not belong to a particular compound. Two neglected terms can be sized with further rough values: a Gd–Gd distance of 3.9 Å, $g=2$, and a single-ion axial splitting $D=0.05\ \mathrm{cm^{-1}}$. With $z$ along the Gd–Gd line, and the single-ion axes assumed to lie along it too, these terms are

$$H_{dip}=d\left(\mathbf S_1\cdot\mathbf S_2-3S_{1z}S_{2z}\right),\qquad H_{ion}=D\sum_i\left(S_{iz}^2-\tfrac{21}{4}\right).$$

The dipolar constant is $d=\mu_0(g\mu_B)^2/(4\pi r^3)=0.029\ \mathrm{cm^{-1}}$, which is 0.29 of the exchange coefficient $2|J|$. It is not a small correction. With $J$ held fixed, the full 64-state spectrum changes as follows:

| terms included | total span (cm⁻¹) | singlet weight in ground state |
|---|---|---|
| exchange | 2.80 | 1.00 |
| exchange, dipolar | 3.46 | 0.77 |
| exchange, dipolar, single-ion | 3.48 | 0.65 |

Dipolar coupling widens the span by about 24 % relative to exchange alone. For $D=+0.05\ \mathrm{cm^{-1}}$ with axes along the Gd–Gd line, adding the single-ion term to the dipolar one hardly alters the span but mixes the ground state further. This depends on the sign and size of $D$ and is not a general rule: with the same axes, $D=-0.05\ \mathrm{cm^{-1}}$ gives a span of 3.68 cm⁻¹ and raises the singlet weight to 0.98, and $D=+0.10\ \mathrm{cm^{-1}}$ gives a span of 4.52 cm⁻¹. The axis direction matters too: $D=+0.05\ \mathrm{cm^{-1}}$ with the two axes parallel to each other and perpendicular to the Gd–Gd line gives a span of 4.34 cm⁻¹. Neither term shifts the singlet in first order, since $\langle S_{1z}S_{2z}\rangle$ is one third of $\langle\mathbf S_1\cdot\mathbf S_2\rangle$ there and $\langle S_{iz}^2\rangle=\tfrac{21}{4}$.

For a dimer with these values, isotropy is therefore a poor assumption. The factors 49 and 56 remain correct for the exchange part. They apply to a calculation that leaves out spin–orbit coupling and magnetic dipole interactions, but an observed low-temperature level scheme should not be fitted with the span $56|J|$ alone.

## Variation 1: two equal spins of any size

Replace $7/2$ by $s$. The highest total spin is $2s$, and the level formula becomes $E(S)=-J[S(S+1)-2s(s+1)]$. The constant cancels in the difference:

$$E(0)-E(2s)=2s(2s+1)J .$$

The product states have $\langle S_{1z}S_{2z}\rangle=\pm s^2$, so

$$E_{BS}-E_{HS}=2Js^2-(-2Js^2)=4s^2J .$$

The ratio of the determinant difference to the pure-spin difference is

$$\frac{4s^2}{2s(2s+1)}=\frac{2s}{2s+1}.$$

For $s=1/2$ it is $1/2$: the differences are $J$ and $2J$, and confusing them costs a factor of two. For $s=7/2$ it is $7/8$. As $s$ grows the ratio tends to one, because the two differences are themselves of order $s^2$, while the gap between them, $2s(2s+1)J-4s^2J=2sJ$, is only of order $s$. Gadolinium is close to this classical limit, yet the remaining eighth is still visible in $J$.

## Variation 2: does the exchange matter in the vaporizer?

Take a vaporizer at 450 K as an example, and keep exchange as the sole coupling. The thermal energy is $k_BT=312.8\ \mathrm{cm^{-1}}$, more than a hundred times the whole ladder of $2.80\ \mathrm{cm^{-1}}$. All spin levels are then populated almost in proportion to their degeneracies $2S+1$.

The magnetic susceptibility makes this quantitative. In a weak field, and because $S_z$ commutes with $H$, it is proportional to $\langle S_z^2\rangle/T=\langle\mathbf S^2\rangle/(3T)$. Two uncoupled ions have $\langle\mathbf S^2\rangle=2s(s+1)$. At the same temperature the ratio is

$$R=\frac{\langle\mathbf S^2\rangle}{2s(s+1)}=1+\frac{\langle\mathbf S_1\cdot\mathbf S_2\rangle}{s(s+1)} .$$

For $k_BT$ large compared with the ladder, expand the Boltzmann operator as $1-H/k_BT$. The trace of $\mathbf S_1\cdot\mathbf S_2$ vanishes, which leaves

$$\langle\mathbf S_1\cdot\mathbf S_2\rangle\approx\frac{2J}{k_BT}\,\overline{(\mathbf S_1\cdot\mathbf S_2)^2},$$

where the bar is the average over all 64 states. For one ion the average of $S_aS_b$ is $\delta_{ab}\,s(s+1)/3$. Three equal terms survive, and the barred quantity is $3[s(s+1)/3]^2=s^2(s+1)^2/3$. Hence

$$R\approx1+\frac{2J\,s(s+1)}{3k_BT}.$$

With $s(s+1)/3=5.25$, the correction at 450 K is $-0.1\times5.25/312.8=-0.0017$. This agrees with the full sum over levels, $R=0.9983$. Exchange is negligible for the spin populations in the vapour. Whether a given compound stays dimeric there is a chemical question that this model does not address.

At 2 K, $k_BT=1.39\ \mathrm{cm^{-1}}$ and the full sum gives $R=0.647$. The first-order formula gives 0.62, so it is now only a fair guide. The exchange thus has a clear effect on the susceptibility at this temperature. The dipolar and single-ion terms sized above are left out of this estimate. The values used here are listed in the numerical output.

## Numbers as computed

```
J (input) = -0.050 cm^-1
Gd-Gd distance (input) = 3.9 angstrom
g (input) = 2.0
D (input) = 0.050 cm^-1
S, E(S) in cm^-1, weight of S in BS:
  0   -1.5750  0.125000
  1   -1.4750  0.291667
  2   -1.2750  0.291667
  3   -0.9750  0.185606
  4   -0.5750  0.079545
  5   -0.0750  0.022436
  6    0.5250  0.003788
  7    1.2250  0.000291
E(HS) = 1.2250 cm^-1
E(BS) = -1.2250 cm^-1
E(BS)-E(HS) = -2.4500 cm^-1
E(BS)-E(HS) = -11.16 microhartree
(E(BS)-E(HS))/J = 49.0000
E(S=0)-E(S=7) = -2.8000 cm^-1
E(S=0)-E(S=7) = -12.76 microhartree
(E(S=0)-E(S=7))/J = 56.0000
<S^2> of HS = 56.0, of BS = 7.0
energy spread of BS = 0.3500 cm^-1
J from wrong divisor 56 = -0.04375 cm^-1
relative error of that J = -12.5 %
J error per 1 microhartree = 0.00448 cm^-1
same, relative to |J| = 9.0 %
dipolar constant d = 0.0292 cm^-1
d/(2|J|) = 0.292
total level span in cm^-1, singlet weight in ground state:
  exchange only: 2.800, 1.000
  with dipolar: 3.465, 0.770
  with dipolar and D: 3.475, 0.646
vaporizer temperature (input) = 450 K
thermal energy there = 312.8 cm^-1
thermal energy at 2 K = 1.390 cm^-1
susceptibility / uncoupled at 450 K = 0.9983
susceptibility / uncoupled at 2 K = 0.6469
```
